# Building and labelling the energy levels of open shells in crystals, part 1

(Sections cited here and not found follow in the second part.)

When a transition-metal or rare-earth ion in a crystal has a localized open $d$ or $f$ shell that mixes only weakly with its neighbours' orbitals, the shell can be treated as nearly atomic, and three interactions compete inside it. The electrons repel one another, each spin couples to its own orbital motion, and the neighbouring ions break the spherical symmetry. When these are of comparable size no coupling scheme is diagonal, and the levels follow only from a matrix of all three. For $n$ electrons in a shell $l$ that matrix has dimension $\binom{4l+2}{n}$: 45 for $d^8$, 3432 for $f^7$. The question is how to build it with correct signs, how far symmetry divides it, and what remains of the names $S$, $L$, $J$.

The model is a single configuration $l^n$ in which all orbitals share one radial function $R(r)$. In Hartree atomic units

$$H=H_C+H_{SO}+H_{CF},\quad H_C=\sum_{i<j}\frac1{r_{ij}},\quad H_{SO}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i,\quad H_{CF}=\sum_i V(\hat{\mathbf r}_i).$$

Mixing with other configurations and with ligand orbitals is left out.

## Determinants as integers

The spin orbitals $R\,Y_{lm}\chi_\sigma$, with Condon–Shortley phases, are numbered $p=2(m+l)+\sigma$, with $\sigma=0$ for spin up and $1$ for spin down. For $l=2$ this gives $-2\!\uparrow=0$, $-2\!\downarrow=1$, $-1\!\uparrow=2$, and so on up to $2\!\downarrow=9$. A determinant is

$$|D\rangle=a^\dagger_{p_1}a^\dagger_{p_2}\cdots a^\dagger_{p_n}|0\rangle,\qquad p_1<p_2<\dots<p_n,$$

and it is stored as the integer $D=\sum_i2^{p_i}$. To apply $a_p$, one anticommutes it to the right until it meets $a_p^\dagger$; to apply $a_p^\dagger$, one anticommutes it to its place in the ordered string. Either way it passes the operators with index below $p$, one minus sign each. The factor is

$$(-1)^{N_<(D,p)},\qquad N_<(D,p)=\text{number of set bits in } D\,\&\,(2^p-1),$$

and the result is zero if $a_p$ finds bit $p$ empty or $a_p^\dagger$ finds it filled.

A sum $\sum_i h(i)$ acting on a determinant replaces each occupied orbital $\phi_r$ in turn, in its own position, by $\sum_p\phi_ph_{pr}$. The product $a_p^\dagger a_r$ does the same: $a_r$ passes $N$ operators on its way in, and $a_p^\dagger$ passes the same $N$ to reach the vacated position, so the two factors $(-1)^N$ cancel. The same argument applied to two positions handles a pair operator. With $\langle pq|rs\rangle=\iint\phi_p^*(1)\phi_q^*(2)\,g\,\phi_r(1)\phi_s(2)$ and $g$ symmetric in the two particles,

$$\sum_ih(i)=\sum_{pr}h_{pr}a_p^\dagger a_r,\qquad \sum_{i<j}g(i,j)=\tfrac12\sum_{pqrs}\langle pq|rs\rangle a_p^\dagger a_q^\dagger a_sa_r .$$

For fixed $p<q$ and $r<s$ the four orderings contribute $\tfrac12[\langle pq|rs\rangle-\langle pq|sr\rangle-\langle qp|rs\rangle+\langle qp|sr\rangle]$. Since $\langle qp|sr\rangle=\langle pq|rs\rangle$, this is

$$\sum_{i<j}g(i,j)=\sum_{p<q,\;r<s}\langle pq\|rs\rangle\,a_p^\dagger a_q^\dagger a_sa_r,\qquad \langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle .$$

## The angular integrals of a d shell

Define $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, so that $C^k_0=P_k(\cos\theta)$ and $C^{k*}_q=(-1)^qC^k_{-q}$. The Gaunt coefficient is $c^k(m,m')=\langle lm|C^k_{m-m'}|lm'\rangle$. It is real, because the $\varphi$ integral is $2\pi$ and the $\theta$ factors are real. It vanishes for odd $k$ by parity and for $k>2l$ because $Y^*_{lm}Y_{lm'}$ is a polynomial of degree $2l$ on the sphere. Complex conjugation gives $c^k(m',m)=(-1)^{m-m'}c^k(m,m')$, and $c^0(m,m')=\delta_{mm'}$.

The diagonal values are integrals over $x=\cos\theta$ with $P_2=(3x^2-1)/2$, $P_4=(35x^4-30x^2+3)/8$ and $\int_{-1}^1x^{2n}dx=2/(2n+1)$. For $m=\pm2$ the weight $2\pi|Y_{22}|^2$ is $\tfrac{15}{16}(1-x^2)^2$, and for $m=\pm1$ it is $\tfrac{15}4x^2(1-x^2)$:

$$c^2(2,2)=\tfrac{15}{16}\left(-1+\tfrac53-\tfrac75+\tfrac37\right)=-\tfrac27,\qquad c^2(1,1)=\tfrac{15}{4}\left(-\tfrac13+\tfrac45-\tfrac37\right)=\tfrac17,$$

$$c^4(2,2)=\tfrac{15}{64}\left(3-12+\tfrac{98}5-\tfrac{100}7+\tfrac{35}9\right)=\tfrac1{21},\qquad c^4(1,1)=\tfrac{15}{16}\left(1-\tfrac{33}5+\tfrac{65}7-\tfrac{35}9\right)=-\tfrac4{21}.$$

The sum $\sum_m|Y_{lm}|^2$ is constant, so $\sum_mc^k(m,m)=0$ for $k>0$, which gives $c^2(0,0)=2/7$ and $c^4(0,0)=6/21$.

The operator $l_+$ is a first-order derivative, so its commutator with a function is the derivative of that function: $[l_+,C^k_q]=\sqrt{k(k+1)-q(q+1)}\,C^k_{q+1}$. Take this between $\langle lm|$ and $|lm'\rangle$ with $m=m'+q+1$, and write $\lambda_m=\sqrt{l(l+1)-m(m+1)}$, that is $\lambda_{-2}=\lambda_1=2$ and $\lambda_{-1}=\lambda_0=\sqrt6$:

$$\sqrt{k(k+1)-q(q+1)}\;c^k(m,m')=\lambda_{m-1}\,c^k(m-1,m')-\lambda_{m'}\,c^k(m,m'+1).$$

Each $q$ follows from the one below it. For instance $\sqrt6\,c^2(-1,-2)=2(-\tfrac27)-2(\tfrac17)$ and $\sqrt{20}\,c^4(-1,-2)=2(\tfrac1{21})-2(-\tfrac4{21})$. One step higher, $\sqrt{18}\,c^4(0,-2)=\sqrt6\cdot\tfrac{\sqrt5}{21}+2\cdot\tfrac{\sqrt{30}}{21}$. The complete set is

| $(m,m')$ | $7c^2$ | $21c^4$ |
|---|---|---|
| $(2,1)$; $(-1,-2)$ | $\sqrt6$; $-\sqrt6$ | $-\sqrt5$; $\sqrt5$ |
| $(1,0)$; $(0,-1)$ | $1$; $-1$ | $\sqrt{30}$; $-\sqrt{30}$ |
| $(2,0)$, $(0,-2)$ | $-2$ | $\sqrt{15}$ |
| $(1,-1)$ | $-\sqrt6$ | $-\sqrt{40}$ |
| $(2,-1)$; $(1,-2)$ | $0$ | $-\sqrt{35}$; $\sqrt{35}$ |
| $(2,-2)$ | $0$ | $\sqrt{70}$ |

The same recursion serves any $l$, with $k$ up to $2l$.

## The three operators

The Laplace expansion and the addition theorem $P_k(\cos\gamma)=\sum_qC^k_q(1)\,C^{k*}_q(2)$ give $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})\sum_qC^k_q(1)C^{k*}_q(2)$. Electron 1 contributes $\langle m_1|C^k_q|m_3\rangle$, which needs $q=m_1-m_3$. Electron 2 contributes $\langle m_2|C^{k*}_q|m_4\rangle=\langle m_4|C^k_q|m_2\rangle^*$, which needs $q=m_4-m_2$. Hence

$$\langle m_1m_2|m_3m_4\rangle=\delta_{m_1+m_2,\,m_3+m_4}\sum_kF^k\,c^k(m_1,m_3)\,c^k(m_4,m_2),$$

multiplied by $\delta_{\sigma_1\sigma_3}\delta_{\sigma_2\sigma_4}$ for spin orbitals, with the Slater integrals $F^k=\iint R^2(r_1)R^2(r_2)\,(r_<^k/r_>^{k+1})\,r_1^2r_2^2\,dr_1dr_2$. The $k=0$ part is a constant $F^0$ for every pair and shifts all levels by $n(n-1)F^0/2$. The diagonal of $H_C$ is a sum over occupied pairs of $\mathcal J(m,m')=\sum_kF^kc^k(m,m)c^k(m',m')$, minus $\mathcal K(m,m')=\sum_kF^kc^k(m,m')^2$ for pairs of equal spin. For $d$ electrons it is convenient to set $F_2=F^2/49$, $F_4=F^4/441$ and to use the Racah parameters $A=F^0-49F_4$, $B=F_2-5F_4$, $C=35F_4$.

The spin-orbit matrix follows from $\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+)$. It has $\pm m/2$ on the diagonal and $\lambda_m/2$ between $m\!\uparrow$ and $(m+1)\!\downarrow$.

Within the shell any spin-independent local potential reduces, after the radial average, to $V=\sum_{kq}B_{kq}C^k_q$ with even $k\le2l$. The term $k=0$ is a constant and is dropped. Reality of $V$ requires $B_{k,-q}=(-1)^qB_{kq}^*$, and the matrix is $h_{mm'}=\sum_kB_{k,m-m'}\,c^k(m,m')$. If each of several equivalent neighbours in direction $\hat{\mathbf R}_a$ contributes an axially symmetric term $\sum_kb_kP_k(\cos\gamma_a)$, the addition theorem gives $B_{kq}=b_k\sum_aC^{k*}_q(\hat{\mathbf R}_a)$.

Take six neighbours on $\pm x,\pm y,\pm z$. The two on $z$ contribute only to $q=0$, and the four equatorial ones give $\sum e^{-iq\varphi}=0$ unless 4 divides $q$. Then $B_{20}=b_2[2+4(-\tfrac12)]=0$ and $B_{40}=b_4[2+4\cdot\tfrac38]=\tfrac72b_4$. With $C^4_4=\tfrac{\sqrt{70}}{16}\sin^4\theta\,e^{4i\varphi}$, $B_{4,\pm4}=\tfrac{\sqrt{70}}4b_4=\sqrt{5/14}\,B_{40}$. In units of $B_{40}/21$ the one-electron matrix has $6$ for $m=0$, $-4$ for $m=\pm1$, and in the pair $m=\pm2$ a diagonal $1$ with off-diagonal $\sqrt{70}\sqrt{5/14}=5$, so that its eigenvalues are $6$ and $-4$. Naming the unit $Dq=B_{40}/21$, two orbitals ($e$) lie at $+6Dq$ and three ($t_2$) at $-4Dq$, a gap $\Delta=10Dq$, and $b_4=6Dq$.

## A two-by-two example

Both $H_C$ and $H_{SO}$ commute with $J_z$. The Coulomb integral conserves $m_1+m_2$ and each spin, and $l_\pm s_\mp$ leaves $m+m_s$ unchanged. For two $d$ electrons without a crystal field, consider $M_J=4$. It must be made from $m_j=\tfrac52$ (orbital 8) and $m_j=\tfrac32$ (orbitals 6 and 9), so there are two determinants:

$$|a\rangle=a_6^\dagger a_8^\dagger|0\rangle=(1\!\uparrow,2\!\uparrow),\qquad|b\rangle=a_8^\dagger a_9^\dagger|0\rangle=(2\!\uparrow,2\!\downarrow).$$

Both are annihilated by $L_+$ and $S_+$, since every raising step either leaves the shell or lands on the filled orbital 8. From $T^2=T_-T_++T_z^2+T_z$ it follows that $|a\rangle$ has $L=3$, $S=1$ and $|b\rangle$ has $L=4$, $S=0$. No state of $d^2$ has $M_J=5$, so both have $J=4$: they are ${}^3F_4$ and ${}^1G_4$.

$H_C$ cannot connect them, because $M_L$ differs. Its diagonal is

$$E({}^3F)=\mathcal J(2,1)-\mathcal K(2,1)=F^0+(-2-6)F_2+(-4-5)F_4=A-8B,$$

$$E({}^1G)=\mathcal J(2,2)=F^0+4F_2+F_4=A+4B+2C .$$

The spin-orbit diagonal is $\zeta(\tfrac12+1)=\tfrac32\zeta$ for $|a\rangle$ and $\zeta(1-1)=0$ for $|b\rangle$. The off-diagonal term is $\zeta(\lambda_1/2)\,a_9^\dagger a_6=\zeta\,a_9^\dagger a_6$. On $|a\rangle$, $a_6$ has no bit below it and gives $+$; then $a_9^\dagger$ finds bit 8 below it and gives $-$. So $\langle b|H_{SO}|a\rangle=-\zeta$, and relative to $E({}^3F)$

$$H_{M_J=4}=\begin{pmatrix}\tfrac32\zeta&-\zeta\\-\zeta&12B+2C\end{pmatrix}.$$

This matrix already contains the whole method: a block fixed by an additive label, integrals times signs, and eigenvectors that mix states of different $S$ and $L$ but one $J$.

The remaining terms of $d^2$ come from traces. $H_C$ does not act on spin and is unchanged when all electrons are rotated together, so it commutes with $\mathbf L$ and $\mathbf S$. The trace over the determinants of given $(M_L,M_S)$ is then the sum of the energies of all terms with $L\ge |M_L|$, $S\ge |M_S|$. For $(1,1)$ the determinants $(2\!\uparrow,-1\!\uparrow)$ and $(1\!\uparrow,0\!\uparrow)$ give $(-2F_2-39F_4)+(F_2-54F_4)$ besides $2F^0$. Removing ${}^3F$ leaves $E({}^3P)=F^0+7F_2-84F_4=A+7B$. For $(2,0)$ the trace is $2\mathcal J(2,0)+\mathcal J(1,1)=3F^0-7F_2+28F_4$, and removing ${}^1G$ and ${}^3F$ leaves $E({}^1D)=F^0-3F_2+36F_4=A-3B+2C$. For $(0,0)$ the trace is $2\mathcal J(2,-2)+2\mathcal J(1,-1)+\mathcal J(0,0)=5F^0+14F_2+70F_4$. The four known terms sum to $4F^0-56F_4$, which leaves $E({}^1S)=F^0+14F_2+126F_4=A+14B+7C$.

## Signs with a spectator electron

With two electrons the pair operator carries no sign, because $a_r$ with $r<s$ acts first and $a_p^\dagger$ with $p<q$ acts last. A third electron changes this. Take the $d^3$ determinant $0000110001$, with bits $\{0,4,5\}$, that is $(-2\!\uparrow,0\!\uparrow,0\!\downarrow)$, and apply $a_2^\dagger a_3^\dagger a_5a_0$. The operator $a_0$ gives $+$ and leaves $\{4,5\}$; $a_5$ passes bit 4 and gives $-$; $a_3^\dagger$ and $a_2^\dagger$ find nothing below and give $+$. The result is $-|0000011100\rangle$. The exchange integral vanishes by spin, so with the parameters $F^2=0.4$, $F^4=0.25\ E_h$ used below

$$\langle23\|05\rangle=F^2c^2(-1,-2)c^2(0,-1)+F^4c^4(-1,-2)c^4(0,-1)$$

$$=0.4(-0.349927)(-0.142857)+0.25(0.106479)(-0.260820)=0.013053\ E_h,$$

and the matrix element is $-0.013053\ E_h$. The sign of one element alone can be absorbed in the phase of a basis vector, as in the two-by-two matrix, whose eigenvalues depend on $\zeta^2$ off the diagonal. The product of elements around a closed loop $D_1\to D_2\to D_3\to D_1$ cannot be so absorbed, and it enters $\mathrm{Tr}\,H^3$. Numerical diagonalization of the $d^3$ Coulomb matrix with the signs omitted gives a different spectrum, and that matrix does not commute with $L^2$.

## Holes

A nearly full shell reduces to few particles. Put $b_p^\dagger=a_p$. Then $a_p^\dagger a_r=\delta_{pr}-b_r^\dagger b_p$, so $\sum h_{pr}a_p^\dagger a_r=\mathrm{Tr}\,h-\sum h^*_{rp}b_r^\dagger b_p$, and holes see the matrix $-h^*$. For the pair operator, moving each $b^\dagger$ to the left gives

$$b_pb_qb_s^\dagger b_r^\dagger=\delta_{qs}\delta_{pr}-\delta_{qr}\delta_{ps}-\delta_{qs}b_r^\dagger b_p-\delta_{pr}b_s^\dagger b_q+\delta_{qr}b_s^\dagger b_p+\delta_{ps}b_r^\dagger b_q+b_r^\dagger b_s^\dagger b_qb_p .$$

The last term, with coefficient $\langle pq|rs\rangle=\langle rs|pq\rangle^*$, is the same repulsion among holes with conjugated integrals. The four middle terms combine to $-\sum f_{pr}b_r^\dagger b_p$ with $f_{pr}=\sum_q\langle pq\|rq\rangle$. This $f$ is diagonal by conservation of $m$ and spin. Its direct part has only $F^0$, since $\sum_{m'}c^k(m',m')=0$ for $k>0$. Its exchange part contains $\sum_{m'}c^k(m,m')^2$, which the table gives as $14/49$ for $k=2$ and $126/441$ for $k=4$, whatever $m$. So $f$ is a multiple of the identity and adds a constant at fixed $n$.

The matrix of $d^8$ is therefore a constant plus the complex conjugate of the matrix of $d^2$ with $\zeta\to-\zeta$ and $B_{kq}\to-B_{kq}$. A Hermitian matrix and its conjugate have the same eigenvalues. The components of $\mathbf S$, $\mathbf L$, $\mathbf J$ are traceless and map as $t\to-t^*$, so their squares map to the conjugates of the $d^2$ squares. The labels $S,L,J$ carry over and $M_J$ changes sign.

## The crystal quantum number

The term $B_{kq}C^k_q$ raises $m$, and so $M_J$, by $q$. Let $Q$ be the greatest common divisor of the $q$ with $B_{kq}\neq0$. Every term of $H$ changes $M_J$ by a multiple of $Q$, so

$$2\mu=2M_J \bmod 2Q,\qquad 2M_J=\sum_{p\in D}\left[2m_p+1-2\sigma_p\right],$$

is conserved. The doubling keeps the label an integer for odd $n$. Each determinant has a definite $\mu$, so sorting the integers $D$ by $2\mu$ gives the blocks before any matrix element is computed. If only $q=0$ occurs, $M_J$ itself is conserved. If $Q=1$ there is one block. This is the general case when $z$ lies neither along a rotation axis of the site nor normal to a mirror plane. A mirror plane normal to $z$ already allows only even $q$, because $z\to-z$ multiplies $C^k_q$ by $(-1)^{k+q}$ and $k$ is even. The label must be built from $M_J$, since $H_{SO}$ connects $|a\rangle$ and $|b\rangle$ with $M_L=3$ and $4$, so that $M_L \bmod 4$ is lost once $\zeta\ne0$.

For $d^2$ or $d^8$ the five terms give nine levels, with $J=4,4,3,2,2,2,1,0,0$. The numbers of states with $|M_J|=0,1,2,3,4$ are thus $9,7,6,3,2$ for each sign. With $Q=4$ the block $\mu=0$ holds $M_J=0,\pm4$ and has $9+2+2=13$ states; $\mu=1$ holds $1,-3$ and has $10$; $\mu=2$ has $12$; $\mu=-1$ has $10$. For $d^2$ the two-by-two matrix, with the field terms $-3Dq$ and $+2Dq$ added to its diagonal, is now a corner of the 13-dimensional block.

The value of $Q$ depends on the axis. With $z$ along a threefold axis of the same octahedron all six neighbours have $\cos^2\theta=\tfrac13$, so $B_{40}=6b_4P_4=6b_4(-\tfrac7{18})=-14Dq$. With $C^4_3=-\tfrac{\sqrt{35}}4\sin^3\theta\cos\theta\,e^{3i\varphi}$ and $\sin^3\theta\,|\cos\theta|=\tfrac{2\sqrt2}9$, all six add in phase, because inversion leaves $C^4_3$ unchanged, and $|B_{43}|=\tfrac{\sqrt{70}}3b_4=2\sqrt{70}\,Dq$. Now $Q=3$ and the blocks have $9+3+3=15$, $7+6+2=15$ and $15$ states. The two Hamiltonians differ by a rotation and share their spectrum.

Time reversal $\Theta$ is antiunitary, reverses every $\mathbf l_i$ and $\mathbf s_i$, leaves real functions of position unchanged, and has $\Theta^2=(-1)^n$. It commutes with all three terms of $H$ and sends $\mu$ to $-\mu$, so those two blocks have equal spectra. For odd $n$, the rule $\langle\Theta u|\Theta v\rangle=\langle v|u\rangle$ with $u=\psi$, $v=\Theta\psi$ gives $-\langle\Theta\psi|\psi\rangle=\langle\Theta\psi|\psi\rangle$, so $\Theta\psi\perp\psi$ and every level is at least double. The partner lies in the same block when $2\mu\equiv-2\mu \pmod{2Q}$, which for odd $2\mu$ means $2\mu=Q$ with $Q$ odd. Counting determinants, $f^3$ with $Q=3$ has blocks of 120, 124, 120 states for $2\mu=1,3,5$, and the middle one is pairwise degenerate. For $f^7$ with $Q=4$ there are four blocks of 858, of which two suffice. Dense diagonalization scales as the cube of the dimension, so its cost falls to $2\,(858/3432)^3=1/32$ of the unblocked one. A magnetic field along $z$ keeps $\mu$ and breaks the pairing, and a transverse field breaks $\mu$ as well.

The matrix of Coulomb repulsion, spin-orbit coupling and crystal field can now be built with correct signs, reduced from a nearly full shell to a few holes, and divided into blocks by the conserved label $2\mu$. It remains to find what survives of the labels $S$, $L$, $J$, to collect the steps into an algorithm, and to work through a $d^8$ ion on an octahedral site.
